# The central equation: one Hermitian block for each k

**Q.** You say that an electron in a crystal can be treated one $\mathbf k$ at a time. A crystal potential can be strong and can vary rapidly inside a cell. Before I object, what problem are you solving?

**A.** One electron in a fixed potential:

$$H=\frac{\mathbf p^2}{2m}+V(\mathbf r),\qquad V(\mathbf r+\mathbf R)=V(\mathbf r),$$

for every lattice vector $\mathbf R=n_1\mathbf a_1+n_2\mathbf a_2+n_3\mathbf a_3$ with integer $n_i$. The potential is local, real and bounded. Interaction between electrons enters at most through an average potential contained in $V$; spin-orbit coupling and magnetic fields are left out.

The crystal has $N=N_1N_2N_3$ cells, each of volume $\Omega$. I impose periodic boundary conditions, $\psi(\mathbf r+N_i\mathbf a_i)=\psi(\mathbf r)$ for $i=1,2,3$. They remove the surfaces, so surface states are outside this treatment.

**Q.** Which plane waves fit those conditions?

**A.** Define reciprocal vectors by $\mathbf b_i\cdot\mathbf a_j=2\pi\delta_{ij}$ and write $\mathbf q=\sum_i x_i\mathbf b_i$. The wave $e^{i\mathbf q\cdot\mathbf r}$ satisfies the conditions if $e^{i\mathbf q\cdot N_i\mathbf a_i}=e^{2\pi i x_iN_i}=1$. Hence $x_iN_i$ is an integer $m_i$, and

$$\mathbf q=\sum_i\frac{m_i}{N_i}\mathbf b_i,\qquad \langle\mathbf r|\mathbf q\rangle=\frac{e^{i\mathbf q\cdot\mathbf r}}{\sqrt{N\Omega}}.$$

These waves are orthonormal. With $\mathbf r=\sum_i s_i\mathbf a_i$ and $0\le s_i<N_i$, the overlap of two of them is a product of three factors

$$\frac1{N_i}\int_0^{N_i}e^{-2\pi i(m_i-m_i')s_i/N_i}\,ds_i=\delta_{m_im_i'},$$

because a nonzero integer $m_i-m_i'$ makes the integrand run through whole periods. The waves are also complete: expanding in them is the Fourier series of a function periodic over the whole crystal.

The kinetic energy is diagonal in this basis. Each gradient brings down a factor $i\mathbf q$, so $-\hbar^2\nabla^2/2m$ gives $\hbar^2q^2/2m$ and

$$\langle\mathbf q|\frac{\mathbf p^2}{2m}|\mathbf q'\rangle=\frac{\hbar^2q^2}{2m}\,\delta_{\mathbf q\mathbf q'}.$$

**Q.** The kinetic energy was never the difficulty. Why should $V$ not scatter $\mathbf q'$ into every other $\mathbf q$?

**A.** Look at the matrix element,

$$\langle\mathbf q|V|\mathbf q'\rangle=\frac1{N\Omega}\int_{\rm crystal}V(\mathbf r)\,e^{-i(\mathbf q-\mathbf q')\cdot\mathbf r}\,d^3r .$$

Divide the crystal into its cells. In the cell at $\mathbf R$ put $\mathbf r=\mathbf R+\mathbf r'$, with $\mathbf r'$ in the cell at the origin. Periodicity replaces $V(\mathbf R+\mathbf r')$ by $V(\mathbf r')$, and the exponential factorizes:

$$\langle\mathbf q|V|\mathbf q'\rangle=\left[\frac1N\sum_{\mathbf R}e^{-i(\mathbf q-\mathbf q')\cdot\mathbf R}\right]\frac1\Omega\int_{\rm cell}V(\mathbf r')\,e^{-i(\mathbf q-\mathbf q')\cdot\mathbf r'}\,d^3r'.$$

Every cell contributes the same integral, multiplied by a phase. The bracket says whether the contributions add or cancel.

**Q.** Cancel completely, or merely become small in a large crystal?

**A.** Completely, for any $N$. Let $p_i=m_i-m_i'$. Then $(\mathbf q-\mathbf q')\cdot\mathbf R=2\pi\sum_ip_in_i/N_i$, and the bracket is a product of three factors

$$S_i=\frac1{N_i}\sum_{n=0}^{N_i-1}z_i^n,\qquad z_i=e^{-2\pi ip_i/N_i}.$$

If $p_i/N_i$ is an integer, $z_i=1$, every term is 1, and $S_i=1$. Otherwise $z_i\ne1$, and the geometric series gives

$$S_i=\frac1{N_i}\,\frac{1-z_i^{N_i}}{1-z_i}=0,$$

since $z_i^{N_i}=e^{-2\pi ip_i}=1$. The bracket therefore equals 1 if all three $p_i/N_i$ are integers and 0 otherwise. All three are integers when $\mathbf q-\mathbf q'=\sum_i(p_i/N_i)\mathbf b_i$ is an integer combination of the $\mathbf b_i$, that is, a reciprocal lattice vector $\mathbf G$. With

$$V_{\mathbf G}=\frac1\Omega\int_{\rm cell}V(\mathbf r)\,e^{-i\mathbf G\cdot\mathbf r}\,d^3r,\qquad V(\mathbf r)=\sum_{\mathbf G}V_{\mathbf G}\,e^{i\mathbf G\cdot\mathbf r},$$

the selection rule is

$$\langle\mathbf q|V|\mathbf q'\rangle=\begin{cases}V_{\mathbf G}&\text{if }\mathbf q-\mathbf q'=\mathbf G,\\0&\text{if }\mathbf q-\mathbf q'\text{ is not a reciprocal lattice vector.}\end{cases}$$

The strength of $V$ played no part. The rule permits a coupling but does not guarantee one, because a particular $V_{\mathbf G}$ may be zero.

**Q.** That forbids direct coupling. Could two forbidden partners still be linked through intermediate waves?

**A.** No. Each link in such a chain changes the wave vector by a reciprocal lattice vector, and a sum of reciprocal lattice vectors is again one. The whole chain stays inside the family $\{\mathbf k+\mathbf G\}$.

To count the families, divide each $m_i$ by $N_i$ with remainder: $m_i=N_i\ell_i+\mu_i$, where $0\le\mu_i<N_i$. Then

$$\mathbf q=\underbrace{\sum_i\frac{\mu_i}{N_i}\mathbf b_i}_{\mathbf k}+\underbrace{\sum_i\ell_i\mathbf b_i}_{\mathbf G}.$$

This splitting is unique, and there are $N_1N_2N_3=N$ choices of the remainders. So there are $N$ families, one per cell of the crystal. Adding a suitable $\mathbf G$ moves each label $\mathbf k$ into the first Brillouin zone; of equivalent points on its boundary, one is kept.

If the basis is ordered family by family, $H$ has $N$ blocks along its diagonal and zeros elsewhere.

**Q.** Then write down the equation inside one block.

**A.** Expand a state as $|\psi\rangle=\sum_{\mathbf q'}c_{\mathbf q'}|\mathbf q'\rangle$ and project $H|\psi\rangle=E|\psi\rangle$ onto $\langle\mathbf k+\mathbf G|$:

$$\frac{\hbar^2|\mathbf k+\mathbf G|^2}{2m}\,c_{\mathbf k+\mathbf G}+\sum_{\mathbf q'}\langle\mathbf k+\mathbf G|V|\mathbf q'\rangle\,c_{\mathbf q'}=E\,c_{\mathbf k+\mathbf G}.$$

By the selection rule, the terms that can survive have $\mathbf q'=\mathbf k+\mathbf G'$. The difference of wave vectors is then $\mathbf G-\mathbf G'$, row minus column. Moving the right-hand side to the left gives the central equation,

$$\left(\frac{\hbar^2|\mathbf k+\mathbf G|^2}{2m}-E\right)c_{\mathbf k+\mathbf G}+\sum_{\mathbf G'}V_{\mathbf G-\mathbf G'}\,c_{\mathbf k+\mathbf G'}=0 .$$

It is the eigenvalue problem of the matrix

$$H_{\mathbf G\mathbf G'}(\mathbf k)=\frac{\hbar^2|\mathbf k+\mathbf G|^2}{2m}\,\delta_{\mathbf G\mathbf G'}+V_{\mathbf G-\mathbf G'} .$$

The label $\mathbf k$ enters through the kinetic energies alone. The number of cells does not enter: a larger crystal has more allowed $\mathbf k$, with the same formula for each block.

**Q.** The coefficients $V_{\mathbf G}$ can be complex. What ensures real energies?

**A.** The reality of $V(\mathbf r)$. Conjugating the definition of $V_{\mathbf G}$ changes the sign in the exponential and leaves $V$ alone, so $V_{\mathbf G}^*=V_{-\mathbf G}$. Therefore

$$H_{\mathbf G'\mathbf G}^*=\frac{\hbar^2|\mathbf k+\mathbf G|^2}{2m}\,\delta_{\mathbf G\mathbf G'}+V_{\mathbf G'-\mathbf G}^*=\frac{\hbar^2|\mathbf k+\mathbf G|^2}{2m}\,\delta_{\mathbf G\mathbf G'}+V_{\mathbf G-\mathbf G'}=H_{\mathbf G\mathbf G'} .$$

Each block is Hermitian. For a normalized eigenvector, $E=c^\dagger Hc$, and this number equals its own conjugate.

Periodicity and reality do separate jobs. Periodicity produces the blocks; reality makes them Hermitian. A complex periodic potential would keep the blocks and lose the Hermiticity.

**Q.** Where is Bloch's theorem in all this?

**A.** Sum the plane waves of one eigenvector:

$$\psi_{\mathbf k}(\mathbf r)=\frac{e^{i\mathbf k\cdot\mathbf r}}{\sqrt{N\Omega}}\sum_{\mathbf G}c_{\mathbf k+\mathbf G}\,e^{i\mathbf G\cdot\mathbf r}.$$

Under $\mathbf r\to\mathbf r+\mathbf R$ the sum is unchanged, because $\mathbf G\cdot\mathbf R$ is a multiple of $2\pi$. The prefactor gains a phase, so

$$\psi_{\mathbf k}(\mathbf r+\mathbf R)=e^{i\mathbf k\cdot\mathbf R}\,\psi_{\mathbf k}(\mathbf r).$$

The quantity $\hbar\mathbf k$ is the crystal momentum. It is not in general the electron's momentum: the state contains momenta $\hbar(\mathbf k+\mathbf G)$ with probabilities $|c_{\mathbf k+\mathbf G}|^2$. Nor is $\mathbf k$ unique. Replacing it by $\mathbf k+\mathbf G_0$ renumbers the rows and columns of the infinite block and leaves its eigenvalues alone.

**Q.** So every energy eigenstate in the crystal has a definite $\mathbf k$?

**A.** That is too strong. If two blocks share an eigenvalue, a combination such as $\psi_{\mathbf k}+\psi_{\mathbf k'}$ is also an eigenstate of $H$, and it has no single $\mathbf k$. What follows from the blocks is that a complete set of eigenstates can be chosen with one $\mathbf k$ each.

**Q.** I would like to see numbers, preferably with a complex coefficient.

**A.** Take a one-dimensional model with $a=0.5$ nm, $g=2\pi/a$, and a ring of six cells:

$$V(x)=2A\cos gx+2B\sin 2gx,\qquad A=1\ \text{eV},\quad B=0.5\ \text{eV}.$$

Writing both functions as exponentials,

$$V(x)=A\left(e^{igx}+e^{-igx}\right)-iB\left(e^{2igx}-e^{-2igx}\right),$$

because $2\sin\theta=-i(e^{i\theta}-e^{-i\theta})$. Hence $V_{\pm g}=1$ eV, $V_{2g}=-0.5i$ eV, $V_{-2g}=+0.5i$ eV, and the other coefficients vanish.

The allowed wave numbers are $q=jg/6$ with integer $j$. Take the 18 waves from $j=-8$ to $j=9$. They give $18^2=324$ matrix elements of $V$. The waves form six families of three, so $6\times3^2=54$ elements lie inside the blocks. The three diagonal elements of each block vanish because $V_0=0$, which leaves $6\times6=36$ nonzero elements. Direct integration over the ring finds these 36 and none outside the blocks.

**Q.** Show me one block.

**A.** Take $k=g/6$ and keep $G=-g,0,+g$. The energy unit is $\hbar^2g^2/2m=6.0165$ eV, and the kinetic energies are

$$\left(\tfrac{-5}{6}\right)^2 6.0165=4.178,\qquad \left(\tfrac16\right)^2 6.0165=0.167,\qquad \left(\tfrac76\right)^2 6.0165=8.189\ \text{eV}.$$

The top right element has row $-g$ and column $+g$, so it is $V_{-2g}=+0.5i$ eV. Altogether, in eV,

$$H(g/6)\approx\begin{pmatrix}4.178&1&0.5i\\1&0.167&1\\-0.5i&1&8.189\end{pmatrix}.$$

The imaginary elements are conjugates of each other, as required.

**Q.** You cut an infinite matrix down to three rows. What did that cost?

**A.** For the lowest level at this $k$, the result depends on the number of plane waves as follows:

| plane waves | lowest $E$ (eV) |
|---|---|
| 1 | 0.1671 |
| 3 | −0.1840 |
| 5 | −0.2078 |
| 7 | −0.2083 |
| 17 | −0.2083 |

The three-wave value is about 0.024 eV above the 17-wave value. The level cannot rise as waves are added. The lowest eigenvalue is the minimum of $c^\dagger Hc$ over normalized vectors, and a larger set still contains the old vectors, with zeros in the new places.

Truncation also spoils the equivalence of $k$ and $k+g$, because the same finite list of $G$ then covers a different set of waves. With 17 waves the loss is too small to matter here: at $k=g/6+g$ the lowest level is again −0.2083 eV.

**Q.** How far is this state from a single plane wave?

**A.** In the 17-wave calculation, the wave $k$ itself carries weight 0.934, while $k-g$ carries 0.051 and $k+g$ carries 0.014. The central equation explains these sizes. In the row for $k-g$, keep just the coupling to the dominant coefficient $c_k$:

$$(4.178-E)\,c_{k-g}+V_{-g}\,c_k\approx0 .$$

With $E=-0.208$ eV this gives $|c_{k-g}|^2\approx0.934\,(1/4.386)^2=0.049$. The row for $k+g$ gives $0.934\,(1/8.397)^2=0.013$ in the same way. The small differences from the full weights come from the neglected couplings to the other minor coefficients.

**Q.** And the other blocks?

**A.** Their three lowest levels, with 17 plane waves in each block, are:

| $k$ | $E_1$ (eV) | $E_2$ (eV) | $E_3$ (eV) |
|---|---|---|---|
| $0$ | −0.341 | 5.613 | 6.618 |
| $\pm g/6$ | −0.208 | 4.280 | 8.319 |
| $\pm g/3$ | 0.138 | 2.974 | 10.775 |
| $g/2$ | 0.398 | 2.390 | 13.512 |

That accounts for six blocks: $k=0$, two pairs, and one boundary point.

As an independent check, the Schrödinger equation on the whole ring was solved on a real-space grid, without plane waves or any reference to $k$. Its 18 lowest levels agree with those of the six blocks to within $10^{-7}$ eV.

**Q.** Why do $k$ and $-k$ agree? Your potential has no mirror symmetry.

**A.** It has none. For $V$ to be even about a point $x_0$, the cosine term requires $\sin gx_0=0$, and about such a point the term $\sin2gx$ is odd. The equality needs no mirror; the reality of $V$ is enough to prove it. Conjugate the central equation, with $E$ real and $V_{G-G'}^*=V_{G'-G}$:

$$\left(\frac{\hbar^2(k+G)^2}{2m}-E\right)c_{k+G}^*+\sum_{G'}V_{G'-G}\,c_{k+G'}^*=0 .$$

Now define $d_{-k-G}=c_{k+G}^*$. Since $G'-G=(-G)-(-G')$, this is the central equation for $-k$, with coefficients $d$ and the same $E$. The two blocks are separate but have equal spectra. Here is the degeneracy I mentioned earlier: on the ring, the states at $g/6$ and $-g/6$ may be mixed.

**Q.** At $k=g/2$ the two lowest levels are well separated. Can I read that gap from the matrix?

**A.** To leading order, yes. The waves $g/2$ and $-g/2$ have the same kinetic energy, $6.016/4=1.504$ eV, and are coupled by $V_{\pm g}$. Keeping these two alone,

$$\begin{vmatrix}1.504-E&V_g\\V_g^*&1.504-E\end{vmatrix}=0\quad\Rightarrow\quad E=1.504\pm|V_g| ,$$

with energies in eV. The gap is $2|V_g|=2.000$ eV. With 17 waves it is 1.992 eV, or $3.191\times10^{-19}$ J, which is 0.4 % below the two-wave value.

The levels themselves move more than the gap. Two waves give 0.504 and 2.504 eV; the larger block gives 0.398 and 2.390 eV, so both fall by about 0.11 eV. The next waves, $\pm3g/2$, lie $2\times6.016=12.03$ eV higher. Each of the two inner waves couples to one of them through $|V_g|$ and to the other through $|V_{2g}|$. Second-order perturbation theory lowers both diagonal elements by $(1^2+0.5^2)/12.03=0.10$ eV. The waves $\pm5g/2$, $6\times6.016=36.1$ eV higher and reached through $|V_{2g}|$, add a further $0.5^2/36.1=0.007$ eV. This common shift cancels in the gap. The waves $\pm3g/2$ also change the coupling between the two inner waves, at the same order. The path from $-g/2$ to $g/2$ through $3g/2$ has the product $V_{-g}V_{2g}$, and so has the path through $-3g/2$. The off-diagonal element therefore becomes $V_g-2V_{-g}V_{2g}/12.03=1+0.083i$ eV. In this model the correction is imaginary while $V_g$ is real, so the modulus changes only to $\sqrt{1+0.083^2}=1.003$ eV, and the gap is affected only at the next order. That order contains other terms as well: the change of modulus alone would raise the gap to 2.007 eV, whereas the 17-wave gap is 1.992 eV. The closeness of the gap to $2|V_g|$ thus depends on the phase of $V_{2g}$ relative to that of $V_g^2$; a shift of the origin changes these two phases equally and leaves the gap alone. With $V_g=1$ eV kept real, a real $V_{2g}=\pm0.5$ eV would turn the off-diagonal element into $1\mp0.083$ eV and change the gap, at second order, by $\mp2\times0.083=\mp0.17$ eV, some 8 % of the two-wave value. The estimate relies on the couplings being small compared with 12 eV; for a stronger potential, more waves must be treated together.

**Q.** Last objection. Suppose one cell of the ring differs from the others. Does the block structure survive approximately?

**A.** The zeros are lost, and the effect need not be small. Raise the potential by $u$ in the cell $0\le x<a$. The added matrix element between waves with $q-q'=pg/6$, $p\neq0$, is

$$\frac{u}{6a}\int_0^a e^{-i(q-q')x}\,dx=\frac{u}{6a}\,\frac{1-e^{-2\pi ip/6}}{i(q-q')} .$$

It is nonzero whenever $p$ is not a multiple of 6, which is when the two waves belong to different families. No other cell supplies the contribution that would cancel it.

For $u=0.5$ eV, the ground state of the ring has about 13 % of its weight outside the $k=0$ family. In the periodic ring that weight is zero to rounding error. Thus $\mathbf k$ is an exact label because the cells are identical; when they are not, the central equation has to be replaced by one that couples different $\mathbf k$.

The size of the mixing found here belongs to a one-dimensional ring. With one altered cell among $N$, each added element is of order $u/N$. In one dimension the spacing of the levels near the band bottom shrinks as $1/N^2$, faster than the coupling, so a longer ring does not restore the blocks. In three dimensions, with $L$ cells along each edge, the coupling shrinks as $1/L^3$ and the spacing only as $1/L^2$, so the weight that one raised cell moves out of the $\mathbf k=0$ family vanishes as the crystal grows. In a real crystal with dilute defects, $\mathbf k$ therefore remains an approximate label for the band states, though not for states bound to a defect.

## Values computed for the example and the checks

```
hbar^2/2m = 0.0380998 eV nm^2
a = 0.5 nm, A = 1.0 eV, B = 0.5 eV, cells N = 6
g = 12.56637 1/nm, hbar^2 g^2/2m = 6.01648 eV
V_G for G = +1 g: 1.000 -0.000 i eV
V_G for G = +2 g: -0.000 -0.500 i eV
V_G for G = -2 g: -0.000 +0.500 i eV
2D lattice: 25 differences q-q' equal to a G, 92 not
2D lattice: largest |element| if q-q' is a G: 0.1516 (dimensionless)
2D lattice: largest |element| otherwise: 8.2e-17 (dimensionless)
Ring: 18 plane waves, 324 matrix elements of V
Ring: elements inside the 6 blocks: 54, nonzero: 36
Ring: nonzero elements outside the blocks: 0
k = g/6 = 2.09440 1/nm; 3x3 block (eV), G = -g, 0, +g:
   4.17811+0.000i   1.00000+0.000i   0.00000+0.500i
   1.00000+0.000i   0.16712+0.000i   1.00000+0.000i
   0.00000-0.500i   1.00000+0.000i   8.18910+0.000i
max |H - H^dagger|, real V: 0.0e+00 eV
max |H - H^dagger|, V times (1+0.2i): 0.400 eV
lowest E at k = g/6,  1 plane waves: 0.167125 eV
lowest E at k = g/6,  3 plane waves: -0.183958 eV
lowest E at k = g/6,  5 plane waves: -0.207839 eV
lowest E at k = g/6,  7 plane waves: -0.208322 eV
lowest E at k = g/6, 17 plane waves: -0.208325 eV
k = -2 g/6: E = 0.13838, 2.97381, 10.77495 eV
k = -1 g/6: E = -0.20833, 4.27955, 8.31884 eV
k = +0 g/6: E = -0.34067, 5.61315, 6.61834 eV
k = +1 g/6: E = -0.20833, 4.27955, 8.31884 eV
k = +2 g/6: E = 0.13838, 2.97381, 10.77495 eV
k = +3 g/6: E = 0.39809, 2.38984, 13.51223 eV
18 lowest levels, blocks against whole ring: max diff 6.4e-08 eV
lowest E at k = g/6 + g: -0.20833 eV
weight of k-2g in lowest state, k = g/6: 0.000732
weight of k-1g in lowest state, k = g/6: 0.050954
weight of k+0g in lowest state, k = g/6: 0.934099
weight of k+1g in lowest state, k = g/6: 0.013879
weight of k+2g in lowest state, k = g/6: 0.000326
ring ground state, weight outside k = 0 family: 9.3e-25
same with one cell raised by 0.5 eV: 0.1275
Bloch phase after one cell, largest mismatch: 3.7e-09 (dimensionless)
gap at k = g/2: two waves 2.00000 eV, 17 waves 1.99175 eV
gap at k = g/2, 17 waves: 3.19114 x 1e-19 J
```
